\section*{Stationary electron distributions under one excitation process and its inverse}

\section*{Setting}

Electrons in a uniform, field-free gas have an isotropic energy distribution $f(\varepsilon)$, where $\sqrt{\varepsilon}\,f\,d\varepsilon$ is the number of electrons per volume with energy in $d\varepsilon$. Energies and temperatures are in eV, and the electron speed is $\gamma\sqrt{\varepsilon}$ with $\gamma=\sqrt{2e/m}$.

The electrons take part in one process: they excite molecules from a lower level (density $N_0$, weight $g_0$) to an upper level ($N_1$, $g_1$) and lose the energy $U$. The cross section $\sigma(\varepsilon)$ is positive for $\varepsilon>U$ and zero otherwise. In the inverse process an electron gains $U$, with a cross section $\sigma_s$ fixed by microscopic reversibility,
\begin{equation}
g_1\,\varepsilon\,\sigma_s(\varepsilon)=g_0\,(\varepsilon+U)\,\sigma(\varepsilon+U).
\label{rev}
\end{equation}
The level densities are held fixed, and their ratio defines the excitation temperature $T$:
\begin{equation}
N_1/N_0=(g_1/g_0)\,e^{-U/T}.
\label{pop}
\end{equation}
The molecules are randomly oriented and infinitely heavy, so collisions keep $f$ isotropic and every energy change is $\pm U$. No other process acts until part (e).

\section*{Part (a): the collision balance}

Write the rate of change of $\sqrt{\varepsilon}f$ as a difference of one function taken at two energies.

\subsection*{Answer}

Electrons in $d\varepsilon$ excite molecules at the rate density $N_0\sigma\,(\gamma\sqrt\varepsilon)(\sqrt\varepsilon f)=\gamma N_0\varepsilon\sigma f$. There are two losses and two gains at $\varepsilon$:
\begin{align*}
\text{excitation, loss:}\quad &\gamma N_0\,\varepsilon\sigma(\varepsilon)f(\varepsilon),\\
\text{excitation, gain:}\quad &\gamma N_0(\varepsilon+U)\sigma(\varepsilon+U)f(\varepsilon+U),\\
\text{inverse, loss:}\quad &\gamma N_1\,\varepsilon\sigma_s(\varepsilon)f(\varepsilon),\\
\text{inverse, gain:}\quad &\gamma N_1(\varepsilon-U)\sigma_s(\varepsilon-U)f(\varepsilon-U).
\end{align*}
The last line applies for $\varepsilon>U$. By (\ref{rev}) and (\ref{pop}),
\[
N_1\varepsilon\sigma_s(\varepsilon)=N_1\frac{g_0}{g_1}(\varepsilon+U)\sigma(\varepsilon+U)
=N_0e^{-U/T}(\varepsilon+U)\sigma(\varepsilon+U).
\]
The weights cancel. Replacing $\varepsilon$ by $\varepsilon-U$ gives $N_1(\varepsilon-U)\sigma_s(\varepsilon-U)=N_0e^{-U/T}\varepsilon\sigma(\varepsilon)$. Gains minus losses are therefore
\begin{equation}
\sqrt\varepsilon\,\frac{\partial f}{\partial t}=J(\varepsilon+U)-J(\varepsilon),\qquad
J(\varepsilon)=\gamma N_0\varepsilon\sigma(\varepsilon)\left[f(\varepsilon)-e^{-U/T}f(\varepsilon-U)\right],
\label{bal}
\end{equation}
with $J=0$ for $\varepsilon\le U$. $J(\varepsilon)$ is the net downward traffic between $\varepsilon$ and $\varepsilon-U$.

\section*{Part (b): all stationary distributions}

Show that a Maxwellian at $T$ multiplied by any positive function of period $U$ is stationary. Are there other isotropic stationary distributions? Examine the limits of an empty upper level and of small $U$.

\subsection*{Answer}

Write $f=e^{-\varepsilon/T}p(\varepsilon)$, which is no restriction. Since $e^{-U/T}e^{-(\varepsilon-U)/T}=e^{-\varepsilon/T}$,
\begin{equation}
J(\varepsilon)=G(\varepsilon)\,[p(\varepsilon)-p(\varepsilon-U)],\qquad
G(\varepsilon)=\gamma N_0\,\varepsilon\sigma(\varepsilon)\,e^{-\varepsilon/T}.
\label{J}
\end{equation}
If $p(\varepsilon+U)=p(\varepsilon)$, then $J=0$ at every energy and $f$ is stationary, whatever the shape of $\sigma$. Each excitation is balanced by its own inverse. If $p$ is bounded, the number of electrons is finite, because $\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/T}d\varepsilon$ is.

Conversely, let $f$ be stationary. Then $J(\varepsilon+U)=J(\varepsilon)$. Take $0<\varepsilon<U$: here $J(\varepsilon)=0$, hence $J(\varepsilon+U)=0$, then $J(\varepsilon+2U)=0$, and so on. Since $G>0$ above threshold, (\ref{J}) forces $p(\varepsilon)=p(\varepsilon-U)$. The energies $0,U,2U,\dots$ are isolated points that carry no electrons. There are thus no other isotropic stationary distributions, except that $p$ may also vanish in parts of its period.

The reason is that an electron starting at $\varepsilon_0+kU$, with $0<\varepsilon_0<U$, can reach only the energies of the ladder $\varepsilon_0,\varepsilon_0+U,\varepsilon_0+2U,\dots$ The bath fixes the ratios of $f$ along a ladder, but nothing compares one ladder with another. These states are stationary under this restricted set of collisions; the full thermodynamic equilibrium, with all processes present, is not in question.

If the upper level is empty ($T\to0$), (\ref{bal}) gives $J=\gamma N_0\varepsilon\sigma f$. Stationarity then requires $f=0$ above $U$ and leaves $f$ arbitrary below it: the same freedom of one function on an interval of length $U$. If instead $U$ is so small that both $p$ and $G$ vary little over $U$, then $J\simeq GU\,p'$, and (\ref{bal}) becomes $\sqrt\varepsilon\,\partial f/\partial t\simeq\partial(U^2G\,p')/\partial\varepsilon$. This diffusion equation, with no flux at the ends, has constant $p$ as its stationary solution. The nonuniqueness is lost in this approximation because it lives in structure on the scale $U$.

\section*{Part (c): which state is reached}

Find the final state reached from a given start. Assume that the collision rates on each ladder are bounded.

\subsection*{Answer}

On one ladder write $\varepsilon_k=\varepsilon_0+kU$, $p_k=p(\varepsilon_k)$, $w_k=\sqrt{\varepsilon_k}\,e^{-\varepsilon_k/T}$ and $G_k=G(\varepsilon_k)$, with $G_0=0$. The number density on rung $k$ is $w_kp_k$, and
\begin{equation}
w_k\dot p_k=G_{k+1}(p_{k+1}-p_k)-G_k(p_k-p_{k-1}).
\label{lad}
\end{equation}
Summed over $k$, the right side telescopes to zero, so $\sum_kw_kp_k$ is conserved: one invariant for each offset $\varepsilon_0$. Next multiply by $2p_k$ and sum. Relabelling $k+1\to k$ in the first term gives
\begin{equation}
\frac{d}{dt}\sum_kw_kp_k^2=2\sum_{k\ge1}G_k(p_k-p_{k-1})(p_{k-1}-p_k)
=-2\sum_{k\ge1}G_k(p_k-p_{k-1})^2.
\label{diss}
\end{equation}

In the inner product $\sum_kw_kp_kq_k$ the generator in (\ref{lad}) is symmetric, bounded by assumption, and nonpositive by (\ref{diss}). Its null vectors have $p_k=p_{k-1}$ for all $k$, so they are constants. In the spectral decomposition every other part carries a factor $e^{-\lambda t}$ with $\lambda>0$ and dies out. What remains is the projection on the constant, which the invariant fixes:
\begin{equation}
p_\infty(\varepsilon_0)=\frac{\sum_k\sqrt{\varepsilon_k}\,f_{\rm start}(\varepsilon_k)}{\sum_k\sqrt{\varepsilon_k}\,e^{-\varepsilon_k/T}}.
\label{lim}
\end{equation}

This argument needs $\sum_kw_kp_k^2<\infty$. A start hotter than $2T$ violates it, since $w_kp_k^2$ then grows with energy. Cut such a start off at a high rung, discarding a number $\eta$ of electrons. The cut start converges. The discarded electrons evolve independently, because the equation is linear, and their number stays $\eta$. As $\eta$ can be made as small as desired, (\ref{lim}) holds for every start with a finite number on the ladder.

\section*{Part (d): two starts in the same bath}

Take $U=0.30$ eV, $T=0.25$ eV, $g_1=g_0$, a gas at 1 Torr and 500 K, and
\[
\sigma=\left(1-\frac U\varepsilon\right)\left[\sigma_b\sqrt{\frac U\varepsilon}+\sigma_r\,e^{-[(\varepsilon-2.3)/0.6]^2}\right],\quad
\sigma_b=2\times10^{-22},\ \sigma_r=3\times10^{-20}\ {\rm m^2}.
\]
These are rough, round values in the regime of vibrational excitation of nitrogen in the afterglow of a processing discharge. Start A is a Maxwellian at 1 eV. Start B is a Gaussian group of electrons at 2.00 eV with standard deviation 0.05 eV. Find and interpret the final states.

\subsection*{Answer}

The gas density is $1.93\times10^{22}$ m$^{-3}$. With $N_1/N_0=e^{-1.2}=0.301$ it divides into $N_0=1.48\times10^{22}$ and $N_1=4.47\times10^{21}$ m$^{-3}$. The model's rates are bounded on each ladder, because $\sqrt\varepsilon\,\sigma$ stays finite at high energy.

Normalize $p$ so that $p=1$ is the Maxwellian with the same number of electrons. The denominator of (\ref{lim}) is then multiplied by $(2/\sqrt\pi)T^{-3/2}=9.03$ eV$^{-3/2}$. For start B at offset 0.20 eV the rungs are $0.2,0.5,0.8,\dots$ eV, and
\[
\sum_k\sqrt{\varepsilon_k}\,e^{-\varepsilon_k/T}=0.2009+0.0957+0.0365+0.0129+\dots=0.3525\ {\rm eV^{1/2}}.
\]
The denominator is $9.03\times0.3525=3.18$ eV$^{-1}$. In the numerator the rung at 2.0 eV dominates, with $1/(0.05\sqrt{2\pi})=7.98$ eV$^{-1}$. Hence $p_\infty=7.98/3.18=2.51$. The other offsets follow in the same way:

\begin{center}
\begin{tabular}{lcccccc}
offset (eV) & 0 & 0.05 & 0.10 & 0.15 & 0.20 & 0.25\\
$p_\infty$, A & 1.29 & 0.89 & 0.90 & 0.96 & 1.05 & 1.16\\
$p_\infty$, B & 0.44 & 0.05 & 0.29 & 1.38 & 2.51 & 1.71
\end{tabular}
\end{center}

Offset 0 means the limit from above. Evolving the rate equations on the ladders at 0.05, 0.15 and 0.20 eV for 60 times the slowest decay time reproduced (\ref{lim}) on the lowest eight rungs, for both starts, to a relative error of $3\times10^{-12}$.

Even the smooth start A ends in a non-Maxwellian state. Its sharp fall from 1.29 just above offset 0 comes from the bottom rung. That rung adds $1.13\sqrt{\varepsilon_0}$ to the numerator and $9.03\sqrt{\varepsilon_0}$ to the denominator at small $\varepsilon_0$. Adding two parts in the ratio $1.13/9.03=0.125$ to a fraction of value 1.29 lowers it.

The mean energies are much less sensitive: 0.3805 eV for A and 0.4002 eV for B, against $\frac32T=0.375$ eV for the Maxwellian, that is 1.5\% and 6.7\% higher. A mean energy close to $\frac32T$ therefore does not show that the distribution is Maxwellian.

\section*{Part (e): a second process}

Add another excitation, of energy $U_2$, and its inverse, with level densities at the same $T$. What remains of the freedom?

\subsection*{Answer}

The second process adds its own nonpositive term to (\ref{diss}). For a stationary state with finite $\int\sqrt\varepsilon\,e^{-\varepsilon/T}p^2d\varepsilon$ both terms must vanish, so $p$ has both periods. If $U_2/U$ is irrational, the multiples of $U_2$, reduced by multiples of $U$, are dense in the interval from 0 to $U$, and a continuous $p$ must be constant. If $U_2/U=r/s$ in lowest terms, integers $a,b$ exist with $ar+bs=1$. Then $aU_2+bU=U/s$ is also a period, and the freedom shrinks to functions of period $U/s$.

Counting the zero eigenvalues of the rate matrix on a grid with 12 points per $U$ shows this. One process gives 12 stationary modes. Adding $U_2=\frac32U$, where $s=2$, leaves 6. Adding $U_2=\frac{13}{12}U$ leaves 1, but only because the surviving period $U/12$ equals the grid spacing; the continuous problem would keep more. On such a grid, where the jumps fit the spacing exactly and $U$ spans several points, a single process thus leaves the stationary equations singular even after the total number is fixed, and an evolution in time ends in a state that depends on the start.

\section*{Part (f): does the pattern survive in an afterglow?}

Compare the ladder relaxation with the damping of $p=1+a\cos(2\pi\varepsilon/U)$ by the neglected processes. Take an electron density $n=10^{15}$ m$^{-3}$, Coulomb logarithm 11, elastic cross section $\sigma_m=10^{-19}$ m$^2$, molecular mass 28 u, rotational cross section $2\times10^{-21}$ m$^2$ with steps $\Delta=0.01$ eV, anharmonic shift 0.004 eV, and a residual field of 0.1 V/cm, all rough. For Coulomb collisions, use the result that the velocity component along the motion diffuses with coefficient $\frac12n\Gamma u''(v)$, where $u$ is the mean relative speed and $\Gamma=e^4\ln\Lambda/(4\pi\epsilon_0^2m^2)$.

\subsection*{Answer}

Small energy exchanges with a bath at $T$ produce the flux $-\sqrt\varepsilon D(f'+f/T)=-wDp'$, where $w=\sqrt\varepsilon e^{-\varepsilon/T}$; it vanishes for the Maxwellian. Thus $w\dot p=(wDp')'$. Multiplying by $2p$ and integrating by parts gives $d(\int wp^2)/dt=-2\int wDp'^2$. The amplitude of the pattern, the square root of its variance, therefore starts to decay at the rate
\begin{equation}
\lambda=\frac{\int wD\,p'^2\,d\varepsilon}{\int w\,(p-\bar p)^2\,d\varepsilon},\qquad \bar p=\frac{\int wp\,d\varepsilon}{\int w\,d\varepsilon}.
\label{damp}
\end{equation}
The ladder process itself does not contribute. The coefficients $D$ are as follows.

Elastic recoil: in the frame of a heavy molecule of velocity $\mathbf V$ the electron speed is conserved, so the energy change is $m\mathbf V\cdot(\mathbf v'-\mathbf v)$. For isotropic scattering $\langle|\mathbf v'-\mathbf v|^2\rangle=2v^2$, and each component of $\mathbf V$ has variance $kT_g/M$. Half the mean square change times the collision frequency $\nu$ is $D=\nu(2m/M)\varepsilon T_g$, with $T_g$ in eV.

Field: the power $eEv\cos\theta$ has mean square $(eEv)^2/3$ and correlation time $1/\nu$. In eV units $D=E^2v^2/(3\nu)=\gamma\sqrt\varepsilon\,E^2/(3N\sigma_m)$, where $N=N_0+N_1$.

Electron--electron collisions: for a speed distribution $F(y)$, averaging over angles gives
\[
u=\int_0^vF\left(v+\frac{y^2}{3v}\right)dy+\int_v^\infty F\left(y+\frac{v^2}{3y}\right)dy,\quad
u''=\frac23\left[\frac1{v^3}\int_0^vy^2F\,dy+\int_v^\infty\frac Fy\,dy\right].
\]
For a Maxwellian, $F\propto y^2e^{-by^2}$ with $b=m/(2kT)$. Integrating the first integral by parts produces a boundary term that cancels the second. What remains is $u''=A/(bv^3)=2kTA/(mv^3)$, where $A$ is the fraction of electrons slower than $v$. Multiplying $\frac12n\Gamma u''$ by $(mv)^2$ and converting to eV,
\[
D=T\,\frac{n e^2\gamma\ln\Lambda}{8\pi\epsilon_0^2\sqrt\varepsilon}\,A(\varepsilon).
\]

Rotation: $D=\frac12\nu_{\rm rot}\Delta^2$. Anharmonicity: the next vibrational step has energy $U'=U-0.004$ eV and lower-level density $N_1$. It is a jump process, so by (\ref{diss}) $wDp'^2$ is replaced by $G'[p(\varepsilon)-p(\varepsilon-U')]^2$, where $G'$ is built as in (\ref{J}) from the same cross-section model with threshold $U'$. The integrals give:

\begin{center}
\begin{tabular}{lc}
process & rate (s$^{-1}$)\\
slowest ladder relaxation, offset $U/2$ & $1.9\times10^5$\\
electron--electron collisions & $7.7\times10^6$\\
field, 0.1 V/cm & $2.6\times10^6$\\
rotation & $2.9\times10^5$\\
elastic recoil & $2.4\times10^5$\\
anharmonicity & $3.4\times10^3$
\end{tabular}
\end{center}

Weighted by $wp^2$, the slowest ladder mode is centred near 9 eV, where there are almost no electrons. For the bulk, cut the ladder at 12 rungs, which end at 3.45 eV: the slowest rate is then $2.9\times10^5$ s$^{-1}$, in a mode centred near 0.6 eV. On this ladder start B approaches its final state at this rate, while the hot tail of start A drains through the slower high-energy modes, at about $2.1\times10^5$ s$^{-1}$; the faster, bulk rate is used below. Electron--electron collisions at first damp the pattern about 26 times faster than this. The damping then slows: acting alone, they reduce the amplitude to a tenth at an average rate of $5.1\times10^6$ s$^{-1}$, still about 17 times the ladder rate. At a fixed Coulomb logarithm their initial rate is proportional to $n$, so equality needs $n=10^{15}\times2.9/76.5=3.8\times10^{13}$ m$^{-3}$. The field's rate goes as $E^2$, and equality needs $0.1\sqrt{2.9/26.1}=0.033$ V/cm. (With the slowest mode of the table instead, the two values would be $2.5\times10^{13}$ m$^{-3}$ and 0.027 V/cm.) Meeting both conditions would still not make the ladder process dominant: recoil and rotation together damp the pattern at an initial rate of $5.4\times10^5$ s$^{-1}$, nearly twice the bulk ladder rate at offset $U/2$. This damping slows too: acting alone, they reduce the amplitude to a tenth at an average rate of about $2\times10^5$ s$^{-1}$, which is comparable to the ladder rate. At other offsets the bulk ladder rate differs, from $0.7\times10^5$ s$^{-1}$ at 0.01 eV to $4.4\times10^5$ s$^{-1}$ at 0.29 eV, but it stays below the initial damping by recoil and rotation. Changing the pressure at fixed temperatures does not help either, since these two rates and the ladder rate are all proportional to gas density.

In this model of a nitrogen-like afterglow the periodic states are therefore not reached. Their nonuniqueness is a property of the truncated collision set. Of the neglected processes compared here, electron--electron collisions damp the pattern fastest at the chosen parameters. The estimates have limits. The Coulomb rate treats the background electrons as Maxwellian. For recoil and rotation only the diffusion is counted, while the gas, at 500 K against an excitation temperature of 2900 K, would also cool the electrons. The field's flux is $-\sqrt\varepsilon Df'$, without the term $f/T$; the heating this implies is likewise left out of its rate. A harmonic molecule would have 9\% of its population above the first excited level, which the two-level model omits. Holding the level densities fixed is safe here: the energy released by start A changes $N_1$ by a fraction of about $8\times10^{-7}$.

\section*{Calculated quantities}
\begin{verbatim}
excitation energy U = 0.300 eV
excitation temperature T = 0.250 eV = 2901 K
gas: 1.0 Torr, 500 K, density 1.931e+22 m^-3
lower, upper level density = 1.484e+22, 4.470e+21 m^-3
cross section background, resonance scale = 2.0e-22, 3.0e-20 m^2
resonance energy, width = 2.3, 0.6 eV
relative imbalance, smooth periodic p = 1.1e-14
relative imbalance, square p, g1/g0=3 = 6.6e-16
relative imbalance, period 1.3 U = 0.580
relative imbalance, Maxwellian at 1.2 T = 0.100
grid points per U = 12, zero modes = 12
zero modes with second energy 1.5 U = 6
zero modes with second energy U + U/12 = 1
largest relative error of ladder limit = 2.5e-12
dissipation law, direct/formula = 1.000000
start A: Maxwellian at 1.00 eV; start B: group at 2.00 eV, width 0.05 eV
offset 0.00 eV: final p, A = 1.2944, B = 0.4365
offset 0.05 eV: final p, A = 0.8877, B = 0.0465
offset 0.10 eV: final p, A = 0.8981, B = 0.2867
offset 0.15 eV: final p, A = 0.9572, B = 1.3755
offset 0.20 eV: final p, A = 1.0453, B = 2.5074
offset 0.25 eV: final p, A = 1.1578, B = 1.7123
mean energy, Maxwellian at T = 0.3750 eV
final mean energy, start A = 0.3805 eV
final mean energy, start B = 0.4002 eV
slowest ladder rate at offset U/2 = 1.879e+05 s^-1
elastic, rotational cross section = 1.0e-19, 2.0e-21 m^2
rotational step, anharmonic shift = 0.010, 0.004 eV
electron density = 1.0e+15 m^-3, Coulomb logarithm = 11
pattern damping, elastic recoil = 2.44e+05 s^-1
pattern damping, electron-electron = 7.65e+06 s^-1
pattern damping, rotation = 2.92e+05 s^-1
pattern damping, anharmonicity = 3.43e+03 s^-1
pattern damping, field 0.10 V/cm = 2.61e+06 s^-1
weak-diffusion eigenvalue/estimate = 0.929
density where e-e damping equals ladder rate = 2.46e+13 m^-3
field where its damping equals ladder rate = 0.0268 V/cm
harmonic population in levels above the first = 9.1 %
relative change of upper density by electrons, start A = 8.3e-07
\end{verbatim}
